\section*{Why a high-permittivity film between gate and drain flattens the lateral field}

\section*{Question}
A lateral transistor is biased off, and its field crowds at the drain-side edge of the gate. Why does a dielectric of very high permittivity, placed around that edge, make the semiconductor field more uniform, and what must the dielectric touch for this to work?

\section*{The mechanism: flux between two facing walls}
Let the gate, at potential $0$, end in a vertical wall at $x=0$, and let the drain, at potential $V$, begin with a facing wall at $x=L$. Both walls have height $t$. A film of permittivity $\varepsilon_d$ fills the space between them. Below it, in $y<0$, lies semiconductor of permittivity $\varepsilon_s$; above the film and the metals, whose tops are level, lies air, $\varepsilon_0$. Once its electrons are removed, the channel leaves a fixed positive charge $\sigma$ per area, placed here at the film's lower face. The structure is uniform along the gate width. I write $F=\partial\phi/\partial x$, so positive $F$ is the magnitude of a lateral field pointing towards the gate.

At an uncharged face of the film the normal displacement is continuous,
\begin{equation}
\varepsilon_d\,\partial_n\phi_{\rm film}=\varepsilon_{\rm out}\,\partial_n\phi_{\rm out}.
\end{equation}
For $\varepsilon_d\to\infty$ the normal derivative inside the film therefore tends to zero. A sheet charge adds a normal derivative of order $\sigma/\varepsilon_d$, which also vanishes. The film is then a rectangle with fixed potentials on two facing sides and no normal field on the other two. Its potential is that of a parallel-plate capacitor,
\begin{equation}
\phi=\frac{Vx}{L}.
\end{equation}
The tangential field is continuous across the lower face, so the semiconductor surface receives the same lateral field, $V/L$.

The film does not divert a fixed amount of flux. At fixed voltage it adds a large, nearly uniform flux from wall to wall. Against that flux, the charge $\sigma$ and the leakage into the surroundings are small disturbances.

\section*{The formula at finite permittivity}
Let $F$ now denote the average over the film thickness. Apply Gauss's law to a slice of film of width $dx$, including its sheet charge. The lateral displacement is $-\varepsilon_dF$, and $D_{\rm leak}$ is the flux per area leaving through both faces:
\begin{equation}
-\varepsilon_d t\,F'(x)+D_{\rm leak}=\sigma
\quad\Longrightarrow\quad
\varepsilon_d t\,F'=D_{\rm leak}-\sigma .
\label{gauss}
\end{equation}

To first order in $1/\varepsilon_d$, the leakage may be computed from the limiting surface potential: $0$ on the gate, $Vx/L$ on the film, $V$ on the drain. Its slope is $V/L$ for $0<x<L$ and zero elsewhere. In the semiconductor at depth $z=-y$, the decaying solution of Laplace's equation with this surface slope is
\begin{align}
\partial_x\phi&=\frac{V}{\pi L}\int_0^L\frac{z\,dx'}{(x-x')^2+z^2}
=\frac{V}{\pi L}\left[\arctan\frac{x}{z}+\arctan\frac{L-x}{z}\right],\label{lat}\\
\partial_y\phi&=\frac{V}{\pi L}\int_0^L\frac{(x-x')\,dx'}{(x-x')^2+z^2}
=\frac{V}{2\pi L}\ln\frac{x^2+z^2}{(L-x)^2+z^2}.\label{ver}
\end{align}
As $z\to0$, the first kernel becomes $\pi\delta(x-x')$ and restores the surface slope. The two kernels are the imaginary part, with its sign reversed, and the real part of $1/(x-x'+iz)$, so the pair is curl-free and divergence-free.

The downward displacement is $+\varepsilon_s\partial_y\phi$. The air has the same boundary potential and contributes the mirror image. Hence
\begin{equation}
D_{\rm leak}=(\varepsilon_s+\varepsilon_0)\frac{V}{\pi L}\ln\frac{x}{L-x}.
\end{equation}
It is positive near the drain, where flux leaves the film, and negative near the gate, where flux returns.

Set $\xi=x/L$. Direct integration gives
\begin{equation}
\int_0^x\ln\frac{x'}{L-x'}\,dx'=L\,[\xi\ln\xi+(1-\xi)\ln(1-\xi)].
\end{equation}
Integrating (\ref{gauss}) leaves one constant $C$:
\begin{equation}
F=C-\frac{\sigma x}{\varepsilon_dt}
+\frac{(\varepsilon_s+\varepsilon_0)V}{\pi\varepsilon_dt}[\xi\ln\xi+(1-\xi)\ln(1-\xi)].
\end{equation}
The voltage requires the mean of $F$ to be $V/L$. The mean of $x$ is $L/2$. Since $\int_0^1\xi\ln\xi\,d\xi=-1/4$, the mean of the bracket is $-1/2$. Thus
\begin{equation}
C=\frac VL+\frac{\sigma L}{2\varepsilon_dt}+\frac{(\varepsilon_s+\varepsilon_0)V}{2\pi\varepsilon_dt},
\end{equation}
and
\begin{equation}
\boxed{F=\frac VL+\frac{\sigma(L-2x)}{2\varepsilon_dt}
+\frac{(\varepsilon_s+\varepsilon_0)V}{\pi\varepsilon_dt}
\left[\xi\ln\xi+(1-\xi)\ln(1-\xi)+\tfrac12\right].}
\label{main}
\end{equation}

The film average is flat when both corrections are small compared with $V/L$:
\begin{equation}
\frac{(\varepsilon_s+\varepsilon_0)L}{2\pi\varepsilon_dt}\ll1,\qquad
\frac{\sigma L^2}{2\varepsilon_dtV}\ll1 .
\end{equation}
For this average the product $\varepsilon_dt$ matters, so a thin film needs a higher permittivity. A flat field at the semiconductor surface also requires $\varepsilon_d\gg\varepsilon_s$: extra height cannot replace permittivity there, because the distant upper part of a tall film has little influence on its lower face. The law also assumes a fully depleted gap, for which $F(L)>0$ is necessary but not sufficient. The sheet charge raises the potential at the lower face above the film average, so some electrons can remain at the drain corner even when $F(L)$ is positive.

\section*{What remains at the corner}
A flat lateral field is not a flat total field. At the surface, (\ref{ver}) diverges logarithmically at the gate edge. At finite permittivity the corner follows a power law. Let $\theta=0$ be the film--semiconductor interface, with the gate wall at $\theta=\pi/2$ and the gate's underside at $\theta=-\pi$. Solutions vanishing on the metal are
\begin{equation}
\phi_d=A r^\lambda\sin\lambda(\tfrac{\pi}{2}-\theta),\qquad
\phi_s=B r^\lambda\sin\lambda(\pi+\theta).
\end{equation}
With $a=\lambda\pi/2$, continuity of potential at $\theta=0$ gives $A\sin a=B\sin2a$. Continuity of normal displacement gives $-\varepsilon_dA\cos a=\varepsilon_sB\cos2a$. Dividing the second by the first,
\begin{equation}
-\varepsilon_d\cot a=\varepsilon_s\cot2a=\varepsilon_s\frac{\cot^2a-1}{2\cot a}
\;\Longrightarrow\;
\lambda=\frac2\pi\arctan\sqrt{\frac{2\varepsilon_d}{\varepsilon_s}+1}.
\end{equation}
This is the smallest positive exponent, and the field varies as $r^{\lambda-1}$ close to the corner. As $\varepsilon_d/\varepsilon_s\to\infty$, $\lambda\to1$ and the power-law singularity weakens towards the logarithm.

\section*{Two cases where high permittivity fails}
First remove the walls: take electrodes of zero thickness lying in the plane $y=0$, with dielectric filling the whole upper half-space and no sheet charge. Consider
\begin{equation}
\phi={\rm Re}\,\frac V\pi\arccos\!\left(1-\frac{2(x+i|y|)}{L}\right).
\end{equation}
It equals $0$ on the gate and $V$ on the drain, and has zero normal derivative on the gap. It therefore satisfies displacement continuity for any pair of permittivities. The surface field is
\begin{equation}
F=\frac{V}{\pi\sqrt{x(L-x)}},
\end{equation}
singular at the edge and independent of $\varepsilon_d$. High permittivity in this geometry reduces only the field of the sheet charge.

Second, let the film touch the gate but stop short of the drain. With no facing wall to receive its flux, a film of sufficiently high permittivity stays near gate potential. It acts as an extension of the gate and moves the gate-edge field peak to its free end.

\section*{The numbers}
Take $L=1000$ nm, $t=300$ nm and $V=100$ V, so $V/L=1.00$ MV/cm. The relative permittivities are $300$ for the film and $9$ for the semiconductor. A depleted density of $8\times10^{12}\ {\rm cm^{-2}}$ gives $\sigma=1.28\ \mu{\rm C/cm^2}$. At the gate wall, (\ref{main}) gives
\begin{equation}
F(0)=1.000+0.080+0.018=1.098\ {\rm MV/cm},
\end{equation}
where the second term comes from the sheet charge and the third from leakage. At the drain wall $F(L)=1.000-0.080+0.018=0.937$ MV/cm after rounding, which meets the necessary condition for full depletion; the two-dimensional solution below confirms that no electrons remain in the gap.

For comparison I solved Poisson's equation in two dimensions by finite volumes, letting electrons fill the sheet wherever its potential would otherwise exceed $V$. The film-averaged field at the gate wall is $1.096$ MV/cm. Over the whole gap the largest deviation from (\ref{main}) is about $0.2\%$ of $V/L$. At film permittivities of $100$ and $200$ it is $2.0\%$ and $0.5\%$, close to the fourfold drop expected of a second-order error.

Replacing the film by an ordinary dielectric of relative permittivity $7.5$, with geometry, voltage and sheet density unchanged, gives these lateral surface fields in MV/cm:
\begin{center}
\begin{tabular}{rcc}
$x$ (nm) & ordinary & high permittivity\\
5 & 7.0 & 1.24\\
20 & 4.3 & 1.16\\
100 & 2.3 & 1.08\\
500 & 0.74 & 0.99\\
900 & 0.00 & 0.93
\end{tabular}
\end{center}
The ordinary device depletes only about $720$ nm, uncertain by a few tens of nanometres on this grid. The film lowers the field at $5$ nm by a factor of $5.7$. Its surface value there exceeds the thickness average because the sheet charge on the lower face and the flux exchanged with the semiconductor both raise the field near that corner, a variation across the film that (\ref{main}) does not resolve. The corner exponent $\lambda$ rises from $0.65$ to $0.92$.

The flux ending on the gate wall rises from $6.0$ to $87$ pC per mm of gate width. Meanwhile the mean vertical field under the last $100$ nm of gate falls from $2.9$ to $1.15$ MV/cm. The wall takes much more flux, while the semiconductor beneath the edge carries less. The price is a film capacitance
\begin{equation}
C_{gd}=\frac{\varepsilon_dt}{L}=0.80\ {\rm pF/mm},
\end{equation}
which loads the gate at radio frequency. This value holds for a depleted gap and constant permittivity; with the saturation law of the last section the small-signal value at $100$ V is about $0.25$ pF/mm.

The same numerical method shows both failures, with sheet charge omitted. For flat electrodes the field $5$ nm from the gate is $4.6$ MV/cm whether the upper relative permittivity is $1$ or $300$; the exact formula gives $4.5$ MV/cm, so the grid error there is about $2\%$. If the $300$-permittivity film between the original walls ends at $x=500$ nm and air fills the rest, its end is at only $3.5$ V, and the field $5$ nm beyond is $5.4$ MV/cm. The uncovered drain corner has its own peak, $5.8$ MV/cm at the same distance.

\section*{Beside a real device}
These parameters roughly represent barium titanate on a gallium nitride transistor; the film is thick and the gap short, which favours flattening. One assumption that a real film of this kind breaks is constant permittivity. Suppose $E=D/\varepsilon_d+bD^3$, with the differential permittivity $dD/dE$ halved at an assumed $0.5$ MV/cm. Small changes of field about $V/L$ then obey (\ref{gauss}) with $dD/dE$ in place of $\varepsilon_d$. Its relative value at $1$ MV/cm is $91$, and integrating the nonlinear film equation raises the film-averaged gate-wall field from $1.10$ to $1.35$ MV/cm. That equation keeps only the first-order leakage. In two dimensions, with the law applied to the magnitudes of $E$ and $D$, the average is $1.33$ MV/cm, and the surface field at $5$ nm rises from $1.24$ to $1.7$ MV/cm. Flattening survives, with less margin, and the loss is larger at the semiconductor surface than in the average.

Breakdown needs separate treatment. Near $x=20$ nm and depth $20$ nm, the total semiconductor field is $3.4$ MV/cm with the ordinary filler and $1.4$ MV/cm with the film, against a rough strength of $3$ MV/cm. The value with the film neglects saturation, which raises it to about $1.6$ MV/cm, and this local comparison does not calculate avalanche. For the film itself, take a rough strength of $2$ MV/cm. The thickness-averaged field at the gate wall is $0.55$ of it with saturation neglected and about $0.67$ with saturation included; the local field near the lower corner is higher.

For gate leakage, the vertical fields $5$ nm inside the gate edge are $6.4$ and $1.9$ MV/cm. A triangular barrier of $1$ eV and mass $0.2m_e$ then has semiclassical tunnelling factors of about $10^{-2}$ and $10^{-7}$. These factors assume constant permittivity and charge at the film's lower face. In a real transistor the channel lies below a barrier and is depleted under the gate as well. Its fixed charge then adds about $\sigma/\varepsilon_s=1.6$ MV/cm to the vertical field there, which can raise the second factor by about three powers of ten. If the charge lies $20$ nm below the film, the extra potential drop across that layer is about $\sigma z/\varepsilon_s=3.2$ V. The built-in polarization field of a real barrier is outside this model, and the film does not remove it.
